# Why nonrelativistic Coulomb scattering by free electrons gives no Barkas term

A 400 keV proton crossing a model gas of valence electrons loses 32.2 eV/nm. An antiproton of the same speed loses 31.3 eV/nm. Squaring the charge removes its sign, so where does the difference of almost 3% come from?

In the model, each electron meets an ion of charge $Ze$ through

$$V(r)=\epsilon\,\frac{C}{r}\,e^{-r/a},\qquad C=\frac{|Z|e^2}{4\pi\varepsilon_0},$$

with $\epsilon=-1$ for a positive ion and $\epsilon=+1$ for a negative one. The ion is much heavier than the electron, and the electrons are initially at rest. In the ion's frame they arrive as a uniform beam of density $n$ and speed $v$. One scattered through $\theta$ gives up forward momentum $mv(1-\cos\theta)$, so the stopping force is

$$S=nmv^2\sigma_{\rm tr},\qquad \sigma_{\rm tr}=\int(1-\cos\theta)\,d\sigma=4\pi b_0^2L .$$

Here $b_0=C/(mv^2)$, $k=mv/\hbar$ and $\eta=kb_0$. The last equality defines the number $L$. A Barkas term is a part of $S$ odd in $Z$, hence a part of $L$ that changes sign with the charge.

## Without screening: the classical collision

Let $a\to\infty$. The electron comes from $x=-\infty$ with velocity $v\hat x$ at height $b$. Its polar angle $\varphi$ falls from $\pi$ to the signed scattering angle $\theta$. Angular momentum conservation gives $\dot\varphi=-vb/r^2$. Dividing $\dot{\mathbf v}=\epsilon C\hat r/(mr^2)$ by this cancels $r^2$:

$$\frac{d\mathbf v}{d\varphi}=-\epsilon v\frac{b_0}{b}(\cos\varphi,\sin\varphi).$$

The final speed is again $v$. Integrating the $y$ component from $\pi$ to $\theta$ gives

$$v\sin\theta=\epsilon v\frac{b_0}{b}(1+\cos\theta)\quad\Rightarrow\quad\tan\frac\theta2=\epsilon\frac{b_0}{b}.$$

Reversing the charge reverses the sideways kick and leaves $|\theta|$ alone. In the frame where the electron was at rest, it gains speed $2v\sin(|\theta|/2)$ and energy

$$T=2mv^2\sin^2\frac\theta2=\frac{2mv^2}{1+b^2/b_0^2}.$$

From $b=b_0\cot(|\theta|/2)$ and $d\sigma=2\pi b\,|db|$ follows $d\sigma/d\Omega=b_0^2/[4\sin^4(\theta/2)]$, which is even in $Z$.

## Without screening: the quantum collision

The radial equation is $u''+[k^2-2\epsilon\eta k/r-l(l+1)/r^2]u=0$. Put $u=r^{l+1}e^{ikr}w$ and $z=-2ikr$. Then

$$zw''+(2l+2-z)w'-(l+1+i\epsilon\eta)w=0 .$$

This is Kummer's equation. The large-$r$ form of its regular solution gives

$$u\propto\sin\!\left(kr-\tfrac{l\pi}{2}-\epsilon\eta\ln2kr+\sigma_l\right),\qquad \sigma_l=\arg\Gamma(l+1+i\epsilon\eta).$$

Since $\Gamma(z^*)=\Gamma(z)^*$, every $\sigma_l$ is odd in charge. Away from $\theta=0$, where $\sum(2l+1)P_l=0$ as a distribution,

$$f(\theta)=\frac1{2ik}\sum_l(2l+1)e^{2i\sigma_l}P_l(\cos\theta).$$

Reversing the charge conjugates each exponential, so $f\to-f^*$ and $|f|^2$ is unchanged.

To find its value, expand $(1-x)^{-p}$ in $P_l(x)$, with $p=1+i\epsilon\eta$. Rodrigues' formula and $l$ integrations by parts, continued analytically in $p$, give

$$\int_{-1}^1(1-x)^{-p}P_l\,dx=2^{1-p}\,\frac{\Gamma(1-p)}{\Gamma(p)}\,\frac{\Gamma(l+p)}{\Gamma(l+2-p)} .$$

The last fraction is $e^{2i\sigma_l}$. The sum in $f$ is therefore $2^p\,\Gamma(p)(1-x)^{-p}/\Gamma(1-p)$. Its modulus is $2\eta/(1-x)$, because $|\Gamma(1+i\eta)|=\eta|\Gamma(i\eta)|$. With $1-x=2\sin^2(\theta/2)$,

$$|f|^2=\frac{\eta^2}{4k^2\sin^4(\theta/2)}=\frac{b_0^2}{4\sin^4(\theta/2)},$$

the classical result.

For stopping we need $\sigma_{\rm tr}$ in terms of phase shifts $\delta_l$. Inserting the partial-wave series and using the orthogonality and recurrence of the $P_l$ gives

$$\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_l\left[(2l+1)\sin^2\delta_l-2(l+1)\sin\delta_l\sin\delta_{l+1}\cos(\delta_l-\delta_{l+1})\right].$$

Split $2l+1$ into $(l+1)+l$ and relabel the second part. The identity $\sin^2(A-B)=\sin^2A+\sin^2B-2\sin A\sin B\cos(A-B)$ then yields

$$L=\frac1{\eta^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).$$

For the Coulomb field $\sigma_{l+1}-\sigma_l=\arctan(\epsilon\eta/n)$ with $n=l+1$, so $L=\sum_n n/(n^2+\eta^2)$. Each term is even, but the sum diverges logarithmically. Evenness thus holds for each angle or partial wave, and for the stopping if the angular integral or the partial-wave sum is cut off at the same place for both charges. Cutting off the potential itself with distance from the ion is another matter, as the next section shows for exponential screening. Initial electron motion does not spoil it, since the cross section is even at each relative velocity.

## What screening changes

Now keep $a$ finite, with $b_0\ll a$ and $ka\gg1$. For distant collisions use the WKB phase with $\lambda=l+\frac12=kb$ and $U=2mV/\hbar^2=2\epsilon k^2b_0e^{-r/a}/r$. Expanding $\sqrt{k^2-U-\lambda^2/r^2}$ to second order in $U$ gives

$$\delta=-\frac12\int\frac{U\,dr}{\sqrt{k^2-\lambda^2/r^2}}+\frac14\frac{\partial}{\partial(k^2)}\int\frac{U^2\,dr}{\sqrt{k^2-\lambda^2/r^2}},$$

where $U$ and $\lambda$ are fixed in the derivative. Differentiating after integrating avoids a spurious divergence at the turning point.

Set $r^2=b^2+z^2$; then $dr/\sqrt{k^2-\lambda^2/r^2}=dz/k$. The first integral gives $-\epsilon\eta K_0(b/a)$, with $K_\nu$ the modified Bessel function. The second is

$$\frac{(2k^2b_0)^2}{\lambda}J(y),\qquad J(y)=\int_0^{\pi/2}e^{-y/\cos\phi}d\phi,\qquad y=\frac{2\lambda}{ka}.$$

For a pure Coulomb field $J=\pi/2$ does not depend on $k$, and the second-order phase vanishes. With screening, $J'=-K_0$ and $\partial y/\partial(k^2)=-y/(2k^2)$, so

$$\delta=-\epsilon\eta K_0(b/a)+\eta\frac{b_0}{a}K_0(2b/a).$$

The new term has the same sign for both charges. It adds to the positive phase of attraction and subtracts from the size of the negative phase of repulsion.

Let $x=b/a=n/(ka)$. Since $K_0'=-K_1$,

$$\frac{d\delta}{d\lambda}=\epsilon\frac{b_0}{a}K_1(x)-2\frac{b_0^2}{a^2}K_1(2x).$$

At large $l$ this replaces $\delta_{l+1}-\delta_l$, and the sine equals its argument. Define $L_{\rm odd}=[L(\text{positive})-L(\text{negative})]/2$. The cross term in the square, summed over $n>N$ with $N$ far above both 1 and $\eta$ but far below $ka$, gives

$$L_{\rm odd}^{\rm far}=\frac{4b_0}{a}\int_{x_0}^\infty xK_1(x)K_1(2x)\,dx,\qquad x_0=\frac{N+1/2}{ka}.$$

Differentiation confirms that the integral is $\frac{x_0}{3}[2K_1(x_0)K_0(2x_0)-K_0(x_0)K_1(2x_0)]$. For small $x$, $K_1(x)\simeq1/x$ and $K_0(x)\simeq-\ln(x/2)-\gamma$, with $\gamma$ Euler's constant. Hence

$$L_{\rm odd}^{\rm far}=\frac{2b_0}{a}\left[-\ln x_0-\gamma-\tfrac13\ln2\right].$$

For close collisions, $r\ll a$ and $V\simeq\epsilon C/r-\epsilon C/a$. The constant changes the local wave number to $k'^2=k^2(1+2\epsilon b_0/a)$, while the $1/r$ term, proportional to $\eta k$, stays fixed. Thus $\eta'^2\simeq\eta^2(1-2\epsilon b_0/a)$. Near a positive ion the electron is slower than in an unscreened field and is deflected more. The Coulomb phase difference becomes $\arctan(\epsilon\eta'/n)$, which agrees with the far formula where both apply. Expanding $n\eta'^2/[\eta^2(n^2+\eta'^2)]$ gives

$$L_{\rm odd}^{\rm near}=\frac{2b_0}{a}\sum_{n=1}^N\frac{n^3}{(n^2+\eta^2)^2}
=\frac{2b_0}{a}\left[\ln(N+\tfrac12)+\gamma-B\right],$$

where $B=\sum_{n=1}^\infty[1/n-n^3/(n^2+\eta^2)^2]$. In the sum of the two parts $N$ and $\gamma$ cancel:

$$\boxed{L_{\rm odd}=\frac{2b_0}{a}\left[\ln(ka)-\tfrac13\ln2-B(\eta)\right]}$$

This is the leading odd term. It vanishes as $a\to\infty$, although the even part then diverges.

## The numbers

The gas has 150 electrons/nm³, so $\hbar\omega_p=14.4$ eV. I take $a=v/\omega_p=0.401$ nm, the distance travelled during the gas's response time. At this speed $b_0=0.00331$ nm, $\eta=0.250$, $ka=30.3$ and $b_0/a=0.00825$. The sum gives $B=0.139$, so

$$L_{\rm odd}=2(0.00825)(3.411-0.231-0.139)=0.0502 .$$

Numerov integration of the radial equation, without the expansion, gives $L=3.585$ for the proton and 3.485 for the antiproton. Half the difference is 0.0502. With $mv^2=436$ eV, the factor $4\pi b_0^2nmv^2$ is 8.97 eV/nm, which turns these values into the two opening losses.

Doubling $a$ at fixed speed lowers the numerical $L_{\rm odd}$ to 0.0308. It does not halve, because the logarithm grows. At charge 0.1 it is 0.00524, about a tenth of the unit-charge value. Since $S\propto Z^2L$, the odd stopping is close to cubic in charge while $\eta$ is small. For larger charges $B(\eta)$ grows and the rise is slower: at this speed $L_{\rm odd}/|Z|$ falls to 0.045, 0.036 and 0.025 for $|Z|=2$, 4 and 8.

## Binding does it too

Replace screening by a spring of frequency $\omega$ that holds the electron. From $m(\ddot{\mathbf x}+\omega^2\mathbf x)=\mathbf F$,

$$\frac{d}{dt}\left[(\dot{\mathbf x}+i\omega\mathbf x)e^{-i\omega t}\right]=\frac{\mathbf F}{m}e^{-i\omega t},\qquad T=\frac m2|\mathbf A|^2,\quad \mathbf A=\int\frac{\mathbf F}{m}e^{-i\omega t}dt .$$

The force at the spring's centre gives $\mathbf A_1\propto Z$. The electron's first displacement, also proportional to $Z$, samples the field gradient and gives $\mathbf A_2\propto Z^2$. Their interference, $m\,{\rm Re}(\mathbf A_1\cdot\mathbf A_2^*)$, is cubic in $Z$.

For $\omega=\omega_p$ and $b=a/2$, integrated trajectories give an odd part of the transfer equal to 2.6% of the even part. Divided by $b_0/b$, the perturbative ratio is 1.66 at $\omega b/v=1$, 0.47 at 0.1 and 0.047 at 0.01. It fades as the electron becomes free during the collision, as the hyperbola requires.

## Where the statement stops

Binding and screening are not the sole sources of odd terms. For a relativistic spinless electron, the squared potential changes $l(l+1)$ to $l(l+1)-Z^2\alpha^2$, with $\alpha$ the fine-structure constant. To leading order this adds $\pi Z^2\alpha^2/[2(2l+1)]$ to each phase, whatever the sign of $Z$. Its difference between neighbouring $l$ is $\pi Z^2\alpha^2/[(2l+1)(2l+3)]$. For $\eta\ll1$ the Coulomb phase step is $\eta/n$, and interference with it gives

$$L_{\rm odd}^{\rm rel}=\frac{2\pi Z^2\alpha^2}{\eta}\sum_l\frac1{(2l+1)(2l+3)}=\pi|Z|\alpha\frac vc,$$

since the sum is $1/2$ and $\eta=|Z|\alpha c/v$. Here this gives 0.00067; the exact spinless phases at $\eta=0.25$ give 0.00064. Both are small beside 0.0502. Spin is omitted, so this is a size estimate.

The density is a rough value for the valence electrons of metallic tin, but 32 eV/nm is not tin's stopping power. Even for the valence gas alone, the Bethe logarithm $\ln(2mv^2/\hbar\omega_p)=4.10$ exceeds the model's mean $L$ of 3.53 and would give about 37 eV/nm. With a rough excitation energy of 30 eV, the ten 4d electrons alone would add about twice the valence loss. The odd term also depends on how the medium responds: springs at $\omega_p$, integrated from $b=1/k$ to $6a$, give $L_{\rm odd}=0.11$ instead of 0.05, and halving or doubling the lower limit changes this to 0.14 or 0.085. The screening used here is static, spherical and the same for both charges. This is a strong simplification: at this speed a real electron gas forms a wake behind the ion, and its potential is far from spherical. The model therefore shows one way in which an odd term arises and suggests its order of magnitude, not its value in tin. Electron motion enters through $(v_F/v)^2=0.05$, with $v_F$ the Fermi speed. Slow heavy implanted ions carry bound electrons, and $b_0/a=|Z|e^2\omega_p/(4\pi\varepsilon_0mv^3)$ grows quickly as they slow down, so neither the point charge nor the expansion can be relied on there.

All numerical values are calculated from the stated model.
